Exposure-referred signal-to-noise ratio of a one-bit quanta image sensor

## First derivation: output noise referred back to exposure

A quanta image sensor is divided into very small pixels, called jots, each of which is read many times per second. In the one-bit version a jot reports 0 if it collected no photoelectron during a short subframe and 1 if it collected at least one. A grey level is obtained by adding the bits from a block of neighbouring jots over several subframes.

Suppose that the light falling on such a block is gradually raised. In dim light nearly every bit is 0, and the number of ones fluctuates strongly compared with its mean. In bright light nearly every bit is 1, and the sum hardly fluctuates at all. Judged by the steadiness of its output, the sensor seems to improve without end. Yet a block in which every bit is 1 cannot distinguish a bright scene from one twice as bright. The useful question is therefore how precisely the bits determine the exposure, and at what exposure the relative precision is greatest.

### From photons to bits

Let μ be the mean number of photons that reach one jot in one subframe, and let their number N have the Poisson distribution

P(N) = e^(−μ) μ^N / N!. (1)

Each photon independently produces one collected photoelectron with probability η. The probability of k photoelectrons is found by summing over all photon numbers N ≥ k:

P(k) = Σ_N [e^(−μ) μ^N / N!] · [N! / (k!(N−k)!)] η^k (1−η)^(N−k).

The factors N! cancel. With j = N − k, and with μ^N written as μ^k μ^j,

P(k) = e^(−μ) [(ημ)^k / k!] Σ_j [μ(1−η)]^j / j!.

The remaining sum is the exponential series of μ(1−η), and e^(−μ) e^(μ(1−η)) = e^(−ημ). Hence

P(k) = e^(−H) H^k / k!, H = ημ. (2)

Imperfect detection leaves the statistics Poissonian and reduces the mean. From here on, exposure means H, the mean number of photoelectrons collected per jot per subframe. It is not the number of incident photons.

An ideal one-bit jot has no read noise and no dark electrons. Its probabilities of reporting 0 and 1 are

q = P(0) = e^(−H), p = P(1) = 1 − e^(−H). (3)

### The sum and its fluctuations

Let M be the number of bits added, that is, the number of jots in the block times the number of subframes. All of them are taken to have the same H and to be independent. Let b_i be the value of bit i, and S = Σ b_i the number of ones. Since b_i is 0 or 1, b_i² = b_i, and so

⟨b_i⟩ = p, Var b_i = ⟨b_i²⟩ − ⟨b_i⟩² = p − p² = pq.

Means add, and the variances of independent quantities add:

⟨S⟩ = M(1 − e^(−H)), σ_S² = M e^(−H)(1 − e^(−H)). (4)

The ratio of the mean output to its standard deviation is

⟨S⟩/σ_S = Mp/√(Mpq) = √(Mp/q) = √[M(e^H − 1)]. (5)

The last step uses p/q = (1 − e^(−H))/e^(−H) = e^H − 1. This ratio grows without limit as the block saturates. It describes how steady the number S is, which is a different matter from how well H is known.

### Referring the noise to the input

To obtain the exposure from the sum, the mean response in (4) is inverted, with the measured S in place of its mean. The estimate is

Ĥ = −ln(1 − S/M). (6)

Let z = 1 − S/M be the measured fraction of zeros, and write z = q + δ. The deviation δ has mean zero and variance σ_S²/M² = pq/M. Expansion of the logarithm gives

Ĥ = −ln q − ln(1 + δ/q) = H − δ/q + δ²/(2q²) − … . (7)

The term linear in δ gives the random error. Its variance is

σ_H² = (pq/M)/q² = p/(Mq) = (e^H − 1)/M. (8)

The same result follows from dividing the output noise by the slope of the response. From (4), d⟨S⟩/dH = M e^(−H) = Mq, and √(Mpq)/(Mq) = √[p/(Mq)]. The slope is what (5) leaves out. As the block saturates, the output noise falls as e^(−H/2), but the slope falls faster, as e^(−H), so the error in exposure rises.

The exposure-referred signal-to-noise ratio is the exposure divided by its random error:

SNR_H = H/σ_H = H √M / √(e^H − 1). (9)

The expansion (7) is useful when δ/q is small compared with 1. By (8), the root-mean-square value of δ/q is σ_H itself, so the condition is σ_H ≪ 1, or M ≫ e^H − 1. At high exposure this means that the expected number of zeros, Me^(−H), must be large. At low exposure the condition is easily met, but many ones are still needed if the ratio (9) is to be large.

The quadratic term in (7) gives the leading bias of the estimate:

⟨Ĥ⟩ − H ≈ (pq/M)/(2q²) = (e^H − 1)/(2M). (10)

It falls as 1/M, whereas the random error falls as 1/√M. There is one further limitation at finite M. If every bit is 1, (6) gives infinity, so a mean and a variance of Ĥ exist only if that outcome is excluded or given a finite value. For the linearized result to be accurate it is not enough that this outcome is rare; the expected number of zeros must itself be large.

### The two limits

For H ≪ 1, e^H − 1 ≈ H and

SNR_H ≈ √(MH). (11)

This is the shot-noise law. Jots that receive two electrons are then rare, so counting ones is nearly the same as counting electrons. For H ≫ 1, e^H − 1 ≈ e^H and

SNR_H ≈ √M H e^(−H/2), (12)

which falls because the zeros, the bits that still show that the exposure is finite, become exponentially rare. A ratio that rises from zero and later falls back towards zero must have a maximum between.

### The position and height of the maximum

Keep M fixed and take the logarithm of (9):

ln SNR_H = ½ ln M + ln H − ½ ln(e^H − 1).

Its derivative is

d ln SNR_H/dH = 1/H − e^H/[2(e^H − 1)].

Division of the numerator and denominator of the second term by e^H turns it into 1/[2(1 − e^(−H))]. Over a common denominator,

d ln SNR_H/dH = [2(1 − e^(−H)) − H] / [2H(1 − e^(−H))]. (13)

The denominator is positive for H > 0, so the sign is that of

u(H) = 2(1 − e^(−H)) − H.

This function has u(0) = 0 and slope u′(0) = 2 − 1 = 1, so it is positive just above zero. Its second derivative, −2e^(−H), is negative everywhere, and u tends to −∞ at large H. A strictly concave function with these properties crosses zero once at positive H, from above to below. SNR_H therefore rises up to that point and falls beyond it, and the stationary point is the global maximum. It satisfies

H* = 2(1 − e^(−H*)). (14)

Numerical solution gives H* = 1.5936 photoelectrons. At this exposure the probability of a one is 0.7968, and twice that is 1.5936, as (14) requires.

The height follows without further numerical work. Equation (14) says that p = H*/2, so q = 1 − H*/2 = (2 − H*)/2. Therefore

e^(H*) − 1 = p/q = H*/(2 − H*). (15)

Insertion into the square of (9) gives

SNR_max² = M H*² (2 − H*)/H* = M H*(2 − H*),

SNR_max = √[M H*(2 − H*)] = 0.8047 √M. (16)

The position of the maximum does not depend on M in this linearized theory; its height grows as √M.

### A block of 4096 bits

Consider a silicon sensor with jots of pitch a = 1.1 µm, light of wavelength λ = 550 nm, a collection efficiency η = 0.70 referred to the whole jot area, and subframes of τ = 1.0 ms. A block of 16 × 16 jots is summed over 16 subframes, so M = 256 × 16 = 4096 and √M = 64. Equation (16) gives

SNR_max = 0.8047 × 64 = 51.5,

or 34.2 dB with the convention 20 log₁₀. The relative exposure noise is 1/51.5 = 1.94 %.

The irradiance E needed at the sensor follows from the mean photon number μ = H*/η = 1.5936/0.70 = 2.277. Each photon has energy hc/λ = 2.254 eV, where h is Planck's constant and c the speed of light. Energy per area and time is

E = μ hc/(λ a² τ) = 68 nW/cm² = 6.8 × 10⁻⁴ W/m². (17)

The maximum is broad. Numerical solution of SNR_H = 0.9 SNR_max gives H = 0.81 and H = 2.70. Between these exposures, which differ by a factor of about 3.4, the ratio stays within 10 % of its peak.

For finite M the root-mean-square error of Ĥ, its bias included, can be summed over the binomial distribution of S, with S = M left out and the other probabilities renormalized. At H* there are on average 832 zeros, and the probability that none occurs is about 10⁻⁴⁰⁴, so the omission is harmless. In the following list, "linear" is (9), "binomial" is H divided by this summed error, and "output" is (5).

H = 0.10: linear 19.7, binomial 19.7, output 20.8
H = 1.00: linear 48.8, binomial 48.8, output 83.9
H = 1.5936: linear 51.5, binomial 51.5, output 126.7
H = 3.00: linear 43.9, binomial 43.8, output 279.6
H = 5.00: linear 26.4, binomial 25.5, output 777.0

From H = 1.59 to H = 5 the output ratio rises sixfold, while the precision of the exposure falls by half. At H = 5 there are about 28 zeros on average, and the binomial value lies 3 % below the linear one. Because the shortfall grows with exposure over the range of the list, it moves the maximum slightly down: a numerical search places the binomial maximum at H = 1.589, with height 51.45.

### What the optimum is an optimum of

An ideal counter would record every electron in the same M exposures. Its total is a Poisson number of mean MH, so its ratio is √(MH). The one-bit sensor reaches the fraction

SNR_H/√(MH) = √[H/(e^H − 1)], (18)

which by (15) equals √(2 − H*) = 0.64 at the peak. In the example the counter would reach 80.8 instead of 51.5.

The exposure H* is best when the number of bits is fixed and the light per bit can be chosen. It is not the best way to divide a fixed amount of light. If the total MH is held constant, (18) shows that SNR_H varies as √[H/(e^H − 1)]. The series (e^H − 1)/H = 1 + H/2 + H²/6 + … increases with H, so the ratio improves as the same electrons are spread over more and dimmer bits. With four times as many bits, each at H = 0.398, the binomial sum gives 72.9. This statement holds for ideal bits; read noise limits it, because every added bit also adds a chance of a false one.

## Second derivation: the information carried by the bits

The symbols and results carried over are these. Each of M independent bits is 0 with probability q = e^(−H) and 1 with probability p = 1 − e^(−H), where H is the mean number of photoelectrons collected per jot per subframe. S is the number of ones. The estimate Ĥ = −ln(1 − S/M) has, for large M, the random error σ_H = √[(e^H − 1)/M] and the leading bias (e^H − 1)/(2M). The resulting ratio SNR_H = H√M/√(e^H − 1) peaks at H* = 1.5936. For M = 4096 its peak value is 51.5, a relative noise of 1.94 %.

That argument began by choosing an estimate. It did not show whether another use of the same bits could do better. The second argument begins with the probability of the data and asks how sharply it depends on H.

### The likelihood and its slope

The probability of a particular pattern of bits with S ones is p^S q^(M−S), because the bits are independent. It depends on the pattern through S alone. Under uniform exposure, nothing about H is lost when the bits are added. The logarithm of this probability is

L(H) = S ln(1 − e^(−H)) − (M − S)H. (19)

The derivative of ln(1 − e^(−H)) is e^(−H)/(1 − e^(−H)) = q/p. Therefore

L′(H) = S q/p − (M − S) = S(q + p)/p − M = (S − Mp)/p, (20)

where p + q = 1 was used. Equation (20) shows what each bit contributes. A zero contributes −1 and so argues for a smaller H. A one contributes +q/p and argues for a larger H, but at high exposure q/p is nearly zero: a one was expected anyway, and says little.

Setting L′ = 0 gives p = S/M, or H = −ln(1 − S/M). The most likely exposure is the estimate Ĥ of the first derivation, which here is a result and not a choice.

### The information

The mean of L′ is zero, since ⟨S⟩ = Mp. Its variance is called the Fisher information, I. With Var S = Mpq,

I = Var L′ = Mpq/p² = Mq/p = M/(e^H − 1). (21)

Its meaning comes from an inequality that can be proved in a few lines. Let T be any estimate computed from the bits that has a finite value for every pattern, and let its mean be H + β(H), where β is its bias. With P the probability of a pattern and the sums running over all patterns,

Σ P T = H + β, Σ P = 1.

Both are finite sums, so they may be differentiated term by term. Since dP/dH = P L′,

Σ P L′ T = 1 + β′, Σ P L′ = 0.

The second equation, multiplied by the mean of T, is subtracted from the first:

Σ P L′ (T − ⟨T⟩) = 1 + β′.

The left side is the covariance of L′ and T. By the Cauchy–Schwarz inequality its square cannot exceed Var L′ · Var T. Hence

Var T ≥ (1 + β′)²/I. (22)

This is the Cramér–Rao inequality. For an unbiased estimate β′ = 0 and the bound is 1/I = (e^H − 1)/M, which is the σ_H² of the first derivation.

One qualification is needed. No finite estimate from M bits is unbiased at all exposures. The mean of T is a sum of terms p^S(1 − p)^(M−S) with fixed coefficients, and so is a polynomial in p. The exposure is H = −ln(1 − p), which grows without limit as p approaches 1, whereas a polynomial stays finite. The bound without β′ is therefore a large-M statement about estimates whose bias varies slowly with H. For Ĥ, with some finite value assigned to the very rare case S = M, the leading bias has the slope β′ ≈ e^H/(2M), which is 1 divided by twice the expected number of zeros. In the example at H* this is 1/(2 × 832) = 0.0006, and its effect on (22) is negligible.

### How the bound is reached

It remains to show that the most likely exposure has the variance 1/I when M is large. Expand L′ about the true exposure and use L′(Ĥ) = 0:

0 ≈ L′(H) + (Ĥ − H) L″(H). (23)

From the first form in (20), with q/p = 1/(e^H − 1),

L″(H) = −S e^H/(e^H − 1)².

For large M, S may be replaced here by its mean M(1 − e^(−H)) = M(e^H − 1)/e^H. This gives

L″(H) ≈ −M/(e^H − 1) = −I.

Equation (23) then yields Ĥ − H ≈ L′(H)/I, and the variance is Var L′/I² = I/I² = 1/I. The bound is reached to leading order in 1/M.

The relative precision is best expressed through ln H, because a small change in ln H is a relative change in H. Since dL/d(ln H) = H L′, the information about ln H is H²I, and

SNR_H² = H² I = M H²/(e^H − 1). (24)

This is the square of the earlier result. The squared signal-to-noise ratio is the information that the bits carry about the logarithm of the exposure.

### The maximum in terms of the zeros

The peak can also be found with the zero fraction q as the variable. With H = −ln q and 1/(e^H − 1) = q/(1 − q), the information per bit about ln H is

F(q) = (ln q)² q/(1 − q). (25)

The logarithm of F is 2 ln(−ln q) + ln q − ln(1 − q), and its derivative is

d ln F/dq = 2/(q ln q) + 1/q + 1/(1 − q) = 2/(q ln q) + 1/[q(1 − q)]
= [2(1 − q) + ln q]/[q(1 − q) ln q]. (26)

The numerator v(q) = 2(1 − q) + ln q is strictly concave, since v″ = −1/q². It vanishes at q = 1 with slope −1, so it is positive just below q = 1, and it tends to −∞ as q approaches 0. It therefore has one root q* between 0 and 1. The denominator is negative because ln q < 0. So F rises for q < q* and falls for q > q*, and q* is the maximum. The condition v = 0 reads −ln q = 2(1 − q), which is again H = 2(1 − e^(−H)).

To solve it in closed form, write it as H − 2 = −2e^(−H) and set w = H − 2. Then e^(−H) = e^(−2)e^(−w), and multiplication by e^w gives

w e^w = −2e^(−2).

The solutions for w are values of the Lambert function W, defined by W(x)e^(W(x)) = x. One real solution is w = −2, which is H = 0 and not the maximum. The other lies on the principal branch W₀, for which w ≥ −1:

H* = 2 + W₀(−2e^(−2)) = 1.5936. (27)

In these terms, the best exposure is the one at which 20 % of the bits are 0 and 80 % are 1. At lower exposures too few ones occur; at higher exposures each zero contributes −H to the slope of L with respect to ln H, which is a large amount, but zeros are too rare.

### What each derivation assumes

Both derivations assume that a jot reports 0 with probability e^(−H), that all M bits share the same H, and that M is large. With an ideal threshold, the probabilities of two, three or more electrons do not enter separately, since all these cases give the same bit.

They differ in what they need beyond this. The first uses only the mean and the variance of S. For these the bits need not be fully independent; it is enough that each pair is uncorrelated. The linearized error then keeps its value, but it describes Ĥ only if rare, large deviations of S contribute little to the variance. If instead each pair has the correlation coefficient ρ, the M(M − 1) ordered pairs add M(M − 1)ρpq to the variance, and

σ_S² = Mpq[1 + (M − 1)ρ]. (28)

The linearized SNR_H is then divided by the square root of the bracket. For fixed ρ the variance σ_H² tends to ρ(e^H − 1) however large M is, so the linearization requires this quantity to be small compared with 1. The second derivation cannot be adapted so simply, because it needs the probability of every complete pattern, and the pair correlations do not determine it.

In return, the second derivation proves more. The first gives the error of one estimate. The second shows that, for independent bits and large M, no estimate whose bias has a negligible slope β′ can have an appreciably smaller variance.

The agreement is not special to the exponential response. For independent bits with any smooth probability p(H), the log-likelihood S ln p + (M − S) ln(1 − p) has the derivative

L′ = p′[S/p − (M − S)/(1 − p)] = p′(S − Mp)/[p(1 − p)]. (29)

It is linear in S, and its variance is M p′²/[p(1 − p)]. Division of the output noise √[Mp(1 − p)] by the slope Mp′ gives the inverse square root of the same quantity. The two routes therefore agree for known imperfections as well, provided that these are the same for every jot. If they differ from jot to jot, the sum S in general no longer holds all the information in the bits.

### Read noise

Let the read-out add Gaussian noise of standard deviation σ_r to the electron number, with the threshold at 0.5 electron. An empty jot is read as 1 with probability ε, the chance that the noise exceeds 0.5/σ_r standard deviations. A jot with one electron is read as 0 with the same probability. For the values used below, misreading two electrons would take at least five standard deviations and is neglected. The probability of a 0 is then

z₀ = e^(−H)(1 − ε) + H e^(−H) ε = e^(−H)[1 − ε(1 − H)]. (30)

The product rule gives its slope:

dz₀/dH = −e^(−H)[1 − ε(1 − H)] + e^(−H) ε = −e^(−H)[1 − ε(2 − H)]. (31)

With ε known from calibration, the general result above gives

SNR_H = H e^(−H)[1 − ε(2 − H)] √{M/[z₀(1 − z₀)]}. (32)

The numbers that follow come from the full sum over electron numbers and a numerical search for the maximum. For σ_r = 0.2 electron, ε = 0.0062; the peak moves to H = 1.61 and its height falls by 0.4 %, to 51.3. For σ_r = 0.3 electron, ε = 0.048; the peak moves to H = 1.71 and its height falls by 2.8 %, to 50.1. Faint light suffers far more. At H = 0.01 the ideal ratio is 6.4, and it falls to 5.0 and 2.5 for the two noise levels, because false ones are then comparable with true ones or outnumber them.

### The model beside a real sensor

The example is meant to resemble a silicon CMOS quanta image sensor near room temperature. A pitch of about a micrometre, read noise of a few tenths of an electron and about a thousand subframes per second are rough typical values. The dark current of 1 electron per second at 293 K is an assumed value. Real devices break the assumption of noiseless reading, which for the noise levels above moves the optimum from 1.59 to 1.61 or 1.71 and lowers the peak by at most 3 %. These figures hold for a threshold at 0.5 electron. For σ_r = 0.3 electron, a threshold at 0.4 electron lowers the peak by 5.7 %, and one at 0.6 electron by only 0.7 %.

A known mean number d of dark electrons per subframe replaces e^H by e^(H+d) under the root in SNR_H. At 293 K, d = 0.001 and the loss at H* is 0.06 %. If the dark current doubles every 8 K, which is a rough assumption, it is 32 times larger at 333 K, and the loss is 2.0 %.

Uneven light can matter more. Let the exposure vary linearly across the block from H(1 − r) to H(1 + r). The mean zero fraction is e^(−H) sinh(rH)/(rH), which exceeds e^(−H). Since ln[sinh(y)/y] ≈ y²/6 for small y, the estimate is too low by the fraction r²H/6. For r = 0.20 at H* this is 1.1 % of the block's mean exposure, over half the random noise of 1.94 %, and adding subframes does not reduce it.

Jots may also differ in sensitivity, for example in collection efficiency. Let the gain of a jot be the fixed factor by which its H differs from the nominal value. An uncorrected gain spread of 2 % among the 256 jots gives, to first order, an error of 2 %/√256 = 0.13 % of the exposure. The bias of the estimate from finite M is 0.03 %. Of the effects estimated here, read noise of 0.3 electron, with the threshold at 0.5 electron, adds most to the random error. If ε and d are known and allowed for in the estimate, the illumination ramp gives the largest systematic error.
